**Constant-potential Gaussian electrodes: projected minimum and empty-cell capacitance**

The program tests that the neutral minimum of Ω(q) = ½qᵀAq − qᵀ(ψ − b) is q = S(ψ − b), and that the empty-cell capacitance is C₀ = dᵀSd. Here A is the interaction matrix of the Gaussian charges, b the ion potential at the electrode sites, ψ the imposed potentials, d the indicator of the upper electrode, and S the inverse of A combined with the electroneutrality projector. It asserts agreement of S with projected conjugate gradients, positivity of A on neutral vectors, and independence of S from a constant added to A. The voltage is recomputed from the optimised charges by extrapolated real-space sums and must return the imposed 1 V. Further assertions cover the block-sum formula, the stored energy, the single-layer plate distance, and the trends with layer number, gap and Gaussian width. For a fixed ion pair, the program asserts the induced charge, the slope dQ/dV = C₀ and the force at fixed charges. The output gives C₀ = 0.01916 e/V, or 0.853 μF/cm², for the three-layer model cell with a 10 Å gap, equivalent to ideal plates 10.38 Å apart.

## Verification by program

```python
"""Constant-potential electrodes made of Gaussian charges.

Result under test: the minimum of
    Omega(q) = q.A.q/2 - q.(psi - b)   with   sum(q) = 0
is q = S (psi - b), where S = O A^-1 and O = 1 - A^-1 e e^T / (e^T A^-1 e),
and the empty-cell capacitance is C0 = d.S.d.

A   : interaction matrix of the Gaussian charges, V/e
b   : potential of the ions at the electrode sites, V
psi : imposed potentials, V;  e : vector of ones
d   : 1 on the upper electrode, 0 on the lower one
eta : Gaussian density is proportional to exp(-eta^2 r^2), eta in 1/angstrom
The cell is periodic in x and y and open along z. Lengths are in angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.special import erf, erfc, erfcx

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # V angstrom / e
TO_MICROFARAD = const.e * 1e6 / 1e-16     # e/(V angstrom^2) to microF/cm^2
SPACING, LAYER_STEP = 3.0, 2.1


def reciprocal_grid(alpha, side):
    """Nonzero planar wave vectors up to negligible erfc(G / 2 alpha)."""
    n = int(np.ceil(11 * alpha * side / (2 * np.pi)))
    line = 2 * np.pi / side * np.arange(-n, n + 1)
    gx, gy = (g.ravel() for g in np.meshgrid(line, line))
    keep = gx**2 + gy**2 > 1e-12
    return gx[keep], gy[keep]


def periodic_kernel(dr, alpha, side):
    """Planar lattice sum of COULOMB * erf(alpha r) / r, up to a constant."""
    gx, gy = reciprocal_grid(alpha, side)
    g = np.hypot(gx, gy)
    z = np.abs(dr[..., 2])
    zz = z[..., None]
    phase = np.cos(dr[..., 0, None] * gx + dr[..., 1, None] * gy)
    u = g / (2 * alpha)
    # first term is exp(G z) erfc(u + alpha z), written without overflow
    rising = np.exp(-u**2 - (alpha * zz)**2) * erfcx(u + alpha * zz)
    falling = np.exp(-g * zz) * erfc(u - alpha * zz)
    waves = np.pi / side**2 * np.sum(phase * (rising + falling) / g, axis=-1)
    mean = z * erf(alpha * z)
    mean = mean + np.exp(-(alpha * z)**2) / (alpha * np.sqrt(np.pi))
    return COULOMB * (waves - 2 * np.pi / side**2 * mean)


def build_cell(repeat, layers, gap):
    """Atom positions and indicator of the upper electrode."""
    atoms, upper = [], []
    for is_upper in (0, 1):
        for m in range(layers):
            z = gap + m * LAYER_STEP if is_upper else -m * LAYER_STEP
            shift = 0.5 * (m % 2)
            for i in range(repeat):
                for j in range(repeat):
                    atoms.append([(i + shift) * SPACING,
                                  (j + shift) * SPACING, z])
                    upper.append(is_upper)
    return np.array(atoms), np.array(upper, float)


def electrode_matrix(atoms, eta, side):
    dr = atoms[:, None, :] - atoms[None, :, :]
    return periodic_kernel(dr, eta / np.sqrt(2), side)


def neutral_response(a):
    """S = O A^-1 with the electroneutrality projector O."""
    inverse = np.linalg.inv(a)
    ones = np.ones(len(a))
    column = inverse @ ones
    projector = np.eye(len(a)) - np.outer(column, ones) / (ones @ column)
    return projector @ inverse


def projected_cg(a, field):
    """Minimise q.A.q/2 - q.field over neutral q, without any inverse."""
    q = np.zeros(len(a))
    residual = field - field.mean()
    direction = residual.copy()
    norm = residual @ residual
    start = norm
    for step in range(1, 501):
        image = a @ direction
        image = image - image.mean()
        length = norm / (direction @ image)
        q = q + length * direction
        residual = residual - length * image
        new = residual @ residual
        if new < 1e-24 * start:
            return q, step
        direction = residual + new / norm * direction
        norm = new
    raise AssertionError("conjugate gradients did not converge")


def direct_voltage(q, atoms, high, low, alpha, side):
    """Site potential difference from real-space sums over square blocks.

    The missing tail has the form c1/M + c3/M^3 and is extrapolated away.
    """
    sums, sizes = [], []
    for half in (100, 200, 300):
        line = side * np.arange(-half, half + 1)
        x, y = np.meshgrid(line, line)
        total = 0.0
        for charge, atom in zip(q, atoms):
            parts = []
            for site in (high, low):
                s = site - atom
                r = np.sqrt((x + s[0])**2 + (y + s[1])**2 + s[2]**2)
                r = np.maximum(r, 1e-9)
                parts.append(erf(alpha * r) / r)
            total += charge * np.sum(parts[0] - parts[1])
        sums.append(COULOMB * total)
        sizes.append(half + 0.5)
    m = np.array(sizes)
    table = np.column_stack([np.ones(3), 1 / m, 1 / m**3])
    return np.linalg.solve(table, np.array(sums))[0]


def capacitance(repeat, layers, gap, eta):
    atoms, d = build_cell(repeat, layers, gap)
    a = electrode_matrix(atoms, eta, repeat * SPACING)
    return d @ neutral_response(a) @ d


def plate_distance(c0, area):
    return area / (4 * np.pi * COULOMB * c0)


# ---------------- main cell ----------------
repeat, layers, gap, eta, voltage = 2, 3, 10.0, 2.0, 1.0
side = repeat * SPACING
area = side**2
alpha = eta / np.sqrt(2)
atoms, d = build_cell(repeat, layers, gap)
count = len(atoms)
ones = np.ones(count)
A = electrode_matrix(atoms, eta, side)
S = neutral_response(A)
C0 = d @ S @ d
psi = voltage * d
q_empty = S @ psi
L_eff = plate_distance(C0, area)

# positivity on neutral vectors, but not on all vectors
basis = np.linalg.svd(ones[None, :])[2][1:].T
neutral_eigs = np.linalg.eigvalsh(basis.T @ A @ basis)
full_eigs = np.linalg.eigvalsh(A)
assert neutral_eigs[0] > 0 and full_eigs[0] < 0

# a constant added to A changes its signature but not S
inverse = np.linalg.inv(A)
critical = -1 / (ones @ inverse @ ones)
block = np.outer(ones, ones)
assert np.linalg.eigvalsh(A + 0.9 * critical * block)[0] < 0
assert np.linalg.eigvalsh(A + 1.1 * critical * block)[0] > 0
assert np.allclose(neutral_response(A + 3 * critical * block), S, atol=1e-10)

# iterative constrained minimum against the projected inverse
q_iter, steps_empty = projected_cg(A, psi)
assert np.allclose(q_iter, q_empty, atol=1e-10)
assert abs(q_empty.sum()) < 1e-11
unprojected_net = (inverse @ psi).sum()
unprojected_mid = (inverse @ (psi - voltage / 2)).sum()
assert abs(unprojected_net) > 1e-4 and abs(unprojected_mid) < 1e-10

# block sums of the inverse, and the stored energy
low = 1 - d
m_uu, m_ul, m_ll = d @ inverse @ d, d @ inverse @ low, low @ inverse @ low
C_blocks = (m_uu * m_ll - m_ul**2) / (m_uu + 2 * m_ul + m_ll)
assert abs(C_blocks / C0 - 1) < 1e-9
stored = 0.5 * q_iter @ A @ q_iter
assert abs(stored / (0.5 * C0 * voltage**2) - 1) < 1e-9

# voltage recomputed in real space from the optimised charges, small cell
small_atoms, small_d = build_cell(1, layers, gap)
small_A = electrode_matrix(small_atoms, eta, SPACING)
small_q = neutral_response(small_A) @ (voltage * small_d)
real_voltages = []
for hi, lo in ((layers, 0), (2 * layers - 1, layers - 1)):
    real_voltages.append(direct_voltage(small_q, small_atoms, small_atoms[hi],
                                        small_atoms[lo], alpha, SPACING))
# tolerance: remaining tail of the extrapolated lattice sum
assert np.allclose(real_voltages, voltage, atol=2e-5)
assert abs(small_q[layers:].sum() * repeat**2 / (C0 * voltage) - 1) < 1e-9

# ---------------- plate distance ----------------
gx, gy = reciprocal_grid(alpha, SPACING)
g = np.hypot(gx, gy)
lattice_part = np.sum(erfc(g / (2 * alpha)) / g)
width_part = -1 / (alpha * np.sqrt(np.pi))
L_formula = gap + lattice_part + width_part
by_layers = [capacitance(1, n, gap, eta) for n in (1, 2, 3)]
L_layers = [plate_distance(c, SPACING**2) for c in by_layers]
assert abs(L_layers[0] - L_formula) < 1e-6
assert by_layers[1] > by_layers[0]
assert by_layers[2] >= by_layers[1] * (1 - 1e-10)

gaps = (10.0, 15.0, 20.0)
L_gaps = [plate_distance(capacitance(1, 3, x, eta), SPACING**2) for x in gaps]
offsets = np.array(L_gaps) - np.array(gaps)
assert np.ptp(offsets) < 1e-6

widths = (1.0, 1.5, 2.0, 3.0)
by_width = [capacitance(1, 3, gap, w) for w in widths]
L_widths = [plate_distance(c, SPACING**2) for c in by_width]
assert all(np.diff(by_width) < 0)

# ---------------- a fixed ion pair ----------------
ion_charges = np.array([1.0, -1.0])
ions = np.array([[1.0, 2.0, 3.5], [4.0, 3.5, 6.5]])


def ion_potential(positions):
    dr = atoms[:, None, :] - positions[None, :, :]
    return periodic_kernel(dr, eta, side) @ ion_charges


b = ion_potential(ions)
q_ions, steps_ions = projected_cg(A, psi - b)
assert np.allclose(q_ions, S @ (psi - b), atol=1e-9)
q_ions_zero = projected_cg(A, -b)[0]
induced = d @ q_ions_zero
slope = (d @ q_ions - induced) / voltage
assert abs(slope / C0 - 1) < 1e-7
dipole = ion_charges @ ions[:, 2]
induced_estimate = -dipole / L_eff
# tolerance: lateral corrugation of the field near the atoms
assert abs(induced / induced_estimate - 1) < 2e-3


def minimum_energy(positions):
    field = psi - ion_potential(positions)
    q = projected_cg(A, field)[0]
    return 0.5 * q @ A @ q - q @ field


shift = np.zeros((2, 3))
shift[0, 2] = 1e-3
force_total = -(minimum_energy(ions + shift)
                - minimum_energy(ions - shift)) / 2e-3
b_slope = (ion_potential(ions + shift) - ion_potential(ions - shift)) / 2e-3
force_fixed = -q_ions @ b_slope
assert abs(force_total - force_fixed) < 1e-5   # finite-difference error

# ---------------- report ----------------
print(f"Coulomb constant k = {COULOMB:.5f} V angstrom/e")
print(f"lattice spacing = {SPACING:.1f}, layer step = {LAYER_STEP:.1f} angstrom")
print(f"gap = {gap:.1f} angstrom, eta = {eta:.1f} 1/angstrom")
print(f"layers per electrode = {layers}, electrode atoms = {count}")
print(f"cell area = {area:.1f} angstrom^2, voltage = {voltage:.1f} V")
print(f"diagonal element of A = {A[0, 0]:.4f} V/e")
print(f"lowest eigenvalue of A, all vectors = {full_eigs[0]:.3f} V/e")
print(f"lowest eigenvalue of A, neutral = {neutral_eigs[0]:.4f} V/e")
print(f"critical constant c* = {critical:.4f} V/e")
print(f"net charge without projector, psi=(0,V): {unprojected_net:.6f} e")
print(f"inverse block sum upper-upper = {m_uu:.7f} e/V")
print(f"inverse block sum upper-lower = {m_ul:.7f} e/V")
print(f"inverse block sum lower-lower = {m_ll:.7f} e/V")
print(f"empty-cell capacitance C0 = {C0:.7f} e/V")
print(f"C0 per area = {C0 / area * TO_MICROFARAD:.5f} microF/cm^2")
ideal = area / (4 * np.pi * COULOMB * gap)
print(f"ideal plates at the gap: {ideal:.7f} e/V")
print(f"ideal per area = {ideal / area * TO_MICROFARAD:.5f} microF/cm^2")
print(f"effective plate distance = {L_eff:.5f} angstrom")
print(f"stored energy at {voltage:.1f} V = {stored:.7f} eV")
upper_layers = q_empty[d == 1].reshape(layers, -1).sum(axis=1)
for n, charge in enumerate(upper_layers, 1):
    print(f"upper electrode, layer {n} from gap: {charge:.7f} e")
print(f"real-space voltage, inner layers = {real_voltages[0]:.6f} V")
print(f"real-space voltage, outer layers = {real_voltages[1]:.6f} V")
print(f"single layer: lattice part = {lattice_part:.5f} angstrom")
print(f"single layer: width part = {width_part:.5f} angstrom")
print(f"single layer: formula distance = {L_formula:.5f} angstrom")
for n, value in zip((1, 2, 3), L_layers):
    print(f"matrix distance with {n} layer(s) = {value:.5f} angstrom")
for x, value in zip(gaps, offsets):
    print(f"gap {x:.1f} angstrom: distance minus gap = {value:.5f} angstrom")
for w, c, value in zip(widths, by_width, L_widths):
    per_area = c / SPACING**2 * TO_MICROFARAD
    print(f"eta {w:.1f} 1/angstrom: {per_area:.5f} microF/cm^2, "
          f"distance {value:.5f} angstrom")
for charge, place in zip(ion_charges, ions):
    print(f"ion {charge:+.0f} e at x, y, z = {place[0]:.1f}, {place[1]:.1f}, "
          f"{place[2]:.1f} angstrom")
print(f"induced upper charge at 0 V = {induced:.6f} e")
print(f"estimate from ion dipole = {induced_estimate:.6f} e")
print(f"upper charge with ions at {voltage:.1f} V = {d @ q_ions:.6f} e")
print(f"slope dQ/dV at fixed ions = {slope:.7f} e/V")
print(f"z force on + ion, re-optimised = {force_total:.6f} eV/angstrom")
print(f"z force on + ion, fixed charges = {force_fixed:.6f} eV/angstrom")
print(f"CG steps: empty cell {steps_empty}, with ions {steps_ions}")
print("finished without a failed check")
```

Running it gives:

```
Coulomb constant k = 14.39965 V angstrom/e
lattice spacing = 3.0, layer step = 2.1 angstrom
gap = 10.0 angstrom, eta = 2.0 1/angstrom
layers per electrode = 3, electrode atoms = 24
cell area = 36.0 angstrom^2, voltage = 1.0 V
diagonal element of A = 13.6181 V/e
lowest eigenvalue of A, all vectors = -485.782 V/e
lowest eigenvalue of A, neutral = 15.1701 V/e
critical constant c* = 22.6382 V/e
net charge without projector, psi=(0,V): -0.022087 e
inverse block sum upper-upper = 0.0081146 e/V
inverse block sum upper-lower = -0.0302012 e/V
inverse block sum lower-lower = 0.0081146 e/V
empty-cell capacitance C0 = 0.0191579 e/V
C0 per area = 0.85262 microF/cm^2
ideal plates at the gap: 0.0198949 e/V
ideal per area = 0.88542 microF/cm^2
effective plate distance = 10.38467 angstrom
stored energy at 1.0 V = 0.0095790 eV
upper electrode, layer 1 from gap: 0.0174785 e
upper electrode, layer 2 from gap: 0.0016051 e
upper electrode, layer 3 from gap: 0.0000744 e
real-space voltage, inner layers = 1.000000 V
real-space voltage, outer layers = 1.000000 V
single layer: lattice part = 0.82247 angstrom
single layer: width part = -0.39894 angstrom
single layer: formula distance = 10.42353 angstrom
matrix distance with 1 layer(s) = 10.42353 angstrom
matrix distance with 2 layer(s) = 10.38474 angstrom
matrix distance with 3 layer(s) = 10.38467 angstrom
gap 10.0 angstrom: distance minus gap = 0.38467 angstrom
gap 15.0 angstrom: distance minus gap = 0.38467 angstrom
gap 20.0 angstrom: distance minus gap = 0.38467 angstrom
eta 1.0 1/angstrom: 0.97363 microF/cm^2, distance 9.09398 angstrom
eta 1.5 1/angstrom: 0.89909 microF/cm^2, distance 9.84790 angstrom
eta 2.0 1/angstrom: 0.85262 microF/cm^2, distance 10.38467 angstrom
eta 3.0 1/angstrom: 0.78986 microF/cm^2, distance 11.20977 angstrom
ion +1 e at x, y, z = 1.0, 2.0, 3.5 angstrom
ion -1 e at x, y, z = 4.0, 3.5, 6.5 angstrom
induced upper charge at 0 V = 0.288860 e
estimate from ion dipole = 0.288887 e
upper charge with ions at 1.0 V = 0.308018 e
slope dQ/dV at fixed ions = 0.0191579 e/V
z force on + ion, re-optimised = -1.549200 eV/angstrom
z force on + ion, fixed charges = -1.549200 eV/angstrom
CG steps: empty cell 3, with ions 11
finished without a failed check
```
